# Bisection for charge neutrality and the resistivity rise in gold-doped silicon

Gold in n-type silicon captures electrons from the shallow donors. If every gold atom is assumed to take one, the electron density is $n=N_D-N$, where $N_D$ is the shallow-donor density and $N$ the active substitutional gold density. This estimate gives infinite resistivity at $N=N_D$ and a negative electron density beyond it. It fails just where the resistivity changes fastest. The cure is to let the gold occupation and the Fermi energy $E_F$ determine each other through charge neutrality.

## Model and conventions

Energies are in eV from the valence edge, so $E_v=0$ and $E_c=E_g$. Densities are in cm$^{-3}$. The crystal is uniform and in thermal equilibrium, the bands are nondegenerate, and the mobilities $\mu_n,\mu_p$ are constant. The carrier densities are

$$n=N_c e^{-(E_c-E_F)/kT},\qquad p=N_v e^{-E_F/kT},\qquad np=n_i^2 .$$

A shallow donor at $E_S$ can hold one electron of either spin, so its ionized fraction is

$$f_d=\frac{1}{1+2e^{(E_F-E_S)/kT}} .$$

Gold is amphoteric: it can be Au$^-$, Au$^0$ or Au$^+$. Let $E_A$ be the Fermi energy at which Au$^-$ and Au$^0$ are equally abundant, and $E_D$ that at which Au$^+$ and Au$^0$ are. These definitions absorb the degeneracies. Adding an electron multiplies a state's statistical weight by a factor proportional to $e^{E_F/kT}$, so relative to Au$^0$

$$w_-=e^{(E_F-E_A)/kT},\quad w_0=1,\quad w_+=e^{(E_D-E_F)/kT},\quad f_\pm=\frac{w_\pm}{1+w_-+w_+}.$$

Neutrality requires

$$F(E_F)=p-n+N_Df_d+N(f_+-f_-)=0 .$$

## Why there is one root

The band terms give $dn/dE_F=n/kT$ and $dp/dE_F=-p/kT$. For the donor, put $y=2e^{(E_F-E_S)/kT}$. Then $f_d=1/(1+y)$ and

$$\frac{df_d}{dE_F}=-\frac{1}{kT}\frac{y}{(1+y)^2}=-\frac{f_d(1-f_d)}{kT}.$$

For gold, the weight of charge $q$ varies as $e^{-qE_F/kT}$. Differentiating the mean $\bar q=\sum_q qw_q/\sum_q w_q$ by the quotient rule gives

$$\frac{d\bar q}{dE_F}=-\frac{\overline{q^2}-\bar q^{\,2}}{kT}.$$

Adding the four contributions defines a response density $R$:

$$R\equiv-kT\frac{dF}{dE_F}=n+p+N_Df_d(1-f_d)+N(\overline{q^2}-\bar q^{\,2})>0 .$$

Thus $F$ decreases strictly. At the valence edge $p=N_v$ far exceeds $n$, and gold is on average positive, so $F>0$. At the conduction edge $n=N_c$ far exceeds $p+N_D$, and gold is on average negative, so $F<0$. There is one root in the gap for any $N\ge0$.

## Algorithm, cost and stability

```
function FERMI(N_D, N, relative_error):
    low = 0;  high = E_g
    require F(low) > 0 and F(high) < 0
    K = ceil(log2(E_g / (2 kT relative_error)))
    repeat K times:
        mid = (low + high)/2
        if F(mid) > 0: low = mid
        else:          high = mid
    return (low + high)/2

for each N:
    E_F = FERMI(N_D, N, 1e-6)
    evaluate n and p at E_F
    rho = 1 / (e (mu_n n + mu_p p))
```

After $K$ halvings the bracket has width $E_g/2^K$, so its midpoint is within $E_g/2^{K+1}$ of the root. Since $n$ is exponential in $E_F$, a small energy error $\delta E$ gives $\delta n/n\simeq\delta E/kT$. Setting this equal to the requested error gives the formula for $K$. With $E_g=1.12$ eV and $kT=0.025852$ eV, a relative error of $10^{-6}$ needs 25 halvings. Each evaluation of $F$ takes five exponentials, and the cost is linear in the number of gold densities.

A residual $\delta F$ shifts the root by $\delta E=kT\,\delta F/R$, hence $\delta n/n\simeq\delta F/R$. A stopping rule based on $|F|/N_D$ is therefore unsafe where $R\ll N_D$. The energy bracket avoids this difficulty.

Unprotected Newton iteration can fail badly. Take gold-free material with $N_D=10^{15}$ and start near midgap. There $F\simeq N_D$, while $R\simeq2n_i\simeq2.2\times10^{10}$. The first step is $kT\,F/R$, about a thousand eV, and the next exponential overflows. A Newton step may be used to save evaluations if it is rejected whenever it leaves the bracket.

Two tests address the statistics and the solver separately. In a closed box with 600 ionized donors and 1200 gold atoms, with level parameters chosen so that all three gold states matter, an explicit sum over occupations gives a mean of 389.93 free electrons. Bisection gives 390.07. The difference is of the order expected from finite size, less than one particle.

For the silicon model, multiplying $F=0$ by its denominators turns it into a fifth-degree polynomial in $n$. Its positive root, found from matrix eigenvalues, agrees with bisection to a relative $10^{-9}$ at six values of $N/N_D$ from 0.5 to 5.

## Reduced equation for the rise

Define the electron densities that would exist with $E_F$ at each gold level:

$$n_1=N_ce^{-(E_c-E_A)/kT},\qquad n_2=N_ce^{-(E_c-E_D)/kT}.$$

Then $w_-=n/n_1$ and $w_+=n_2/n$. Near the rise, neglect holes and Au$^+$ and take the shallow donors as ionized. The Au$^-$ fraction becomes $f_-=n/(n+n_1)$, and neutrality reads

$$n+N\frac{n}{n+n_1}=N_D .$$

It is easier to solve for $N$ first:

$$N=\frac{(N_D-n)(n+n_1)}{n}
=N_D-n+\frac{N_Dn_1}{n}-n_1 .$$

With $n_*=\sqrt{N_Dn_1}$ and $N_*=N_D-n_1$, this is

$$N-N_*=\frac{n_*^2}{n}-n .$$

Now write $n=n_*e^{-t}$. The right side becomes $n_*(e^t-e^{-t})=2n_*\sinh t$, so

$$n=n_*e^{-t},\qquad t=\operatorname{asinh}\frac{N-N_*}{2n_*}.$$

When $N_*-N\gg2n_*$, the term $n_*^2/n$ is small and $n\simeq N_*-N$, which is simple subtraction. When $N-N_*\gg2n_*$, the term $-n$ is small and $n\simeq n_*^2/(N-N_*)$. In this second limit about $N_D$ gold atoms are negative and about $N-N_D$ are neutral. Since $n=n_1w_-=n_1f_-/f_0$, where $f_0$ is the neutral fraction, their finite ratio leaves some electrons in the band. As the neutral share grows, $E_F$ falls, reaching the acceptor level near $N=2N_D$ and passing below it beyond.

## Locating the steepest point

"Steepest" must refer to a stated scale. Here it means the largest fractional change of resistivity per added gold atom. With electron conduction alone, $\rho=1/(e\mu_nn)\propto e^t$. Differentiating $N-N_*=2n_*\sinh t$ gives

$$\frac{d\ln\rho}{dN}=\frac{dt}{dN}=\frac{1}{2n_*\cosh t}.$$

Since $\cosh t$ is least at $t=0$, the steepest point and its slope are

$$N=N_D-n_1,\qquad \left(\frac{d\ln\rho}{dN}\right)_{\max}=\frac{1}{2\sqrt{N_Dn_1}} .$$

At $N=N_*\pm2n_*$ one has $\sinh t=\pm1$, or $t=\pm\ln(1+\sqrt2)$. The resistivity therefore changes by $(1+\sqrt2)^2=5.83$ across a window of width $4n_*$. The rise is steep but continuous.

If gold is also plotted logarithmically, the slope is multiplied by $N$. With $\delta=N-N_*$ and $2n_*\cosh t=\sqrt{4n_*^2+\delta^2}$,

$$\frac{d\ln\rho}{d\ln N}=\frac{N_*+\delta}{\sqrt{4n_*^2+\delta^2}} .$$

Setting the derivative of its logarithm to zero gives

$$\frac{1}{N_*+\delta}=\frac{\delta}{4n_*^2+\delta^2}
\;\Rightarrow\;4n_*^2+\delta^2=N_*\delta+\delta^2
\;\Rightarrow\;\delta=\frac{4n_*^2}{N_*}.$$

For $n_1\ll N_D$ this is about $4n_1$, so the maximum moves to $N_D+3n_1$. On a linear resistivity axis the reduced model has no steepest point: $d\rho/dN\propto e^t/\cosh t$ keeps increasing towards a constant. Hole conduction eventually ends that growth.

A uniform grid in $N$ can step over the rise. Choosing equal steps in $t$ and setting $N=N_*+2n_*\sinh t$ gives equal ratios of $\rho$ in the reduced model. The full equation should still be solved at each point.

## The ceiling beyond the rise

Using $p=n_i^2/n$, the conductivity is

$$\sigma=e\left(\mu_nn+\mu_p\frac{n_i^2}{n}\right).$$

The condition $d\sigma/dn=0$ gives $n=n_i\sqrt{\mu_p/\mu_n}$. The two terms are then equal, and

$$\rho_{\max}=\frac{1}{2en_i\sqrt{\mu_n\mu_p}} .$$

To find the gold density there, neglect $n-p$ beside $N_D$, so that $N(f_--f_+)=N_D$. Multiplying the numerator and denominator of $f_--f_+$ by $nn_1$ gives

$$N=N_D\frac{n^2+n_1n+n_1n_2}{n^2-n_1n_2}.$$

The same relation at $n=n_i$ locates the crossing to $p>n$.

## Worked example at 300 K

The parameters are rough typical values for silicon: gold acceptor 0.55 eV below $E_c$, gold donor 0.35 eV above $E_v$, shallow donor 0.045 eV deep, and mobilities 1400 and 450 cm$^2$/Vs. Take $N_D=10^{15}$ cm$^{-3}$. With $N_c=2.82\times10^{19}$, the acceptor depth gives $n_1=1.62\times10^{10}$ cm$^{-3}$. Hence

$$n_*=\sqrt{10^{15}\times1.622\times10^{10}}=4.03\times10^{12}\ \text{cm}^{-3}.$$

The maximum slope is $1/(2n_*)=1.24\times10^{-13}$ cm$^3$. Multiplied by $N_D$ it is 124, so near the steepest point extra gold equal to 0.1 percent of $N_D$ raises $\ln\rho$ by about 0.12. The window $4n_*$ is 1.6 percent of $N_D$.

The full equation gives:

| $N/N_D$ | $n$ (cm$^{-3}$) | $\rho$ (ohm cm) |
|---|---:|---:|
| 0 | $1.00\times10^{15}$ | 4.46 |
| 0.90 | $1.00\times10^{14}$ | 44.5 |
| 0.99 | $1.14\times10^{13}$ | 391 |
| 1.00 | $4.02\times10^{12}$ | 1110 |
| 1.01 | $1.42\times10^{12}$ | 3140 |
| 2.00 | $1.62\times10^{10}$ | $2.38\times10^5$ |

Up to $0.9N_D$ the tenfold increase is ordinary subtraction. Between $0.99N_D$ and $1.01N_D$ the resistivity grows eightfold. At equality 99.6 percent of the gold is negative; the neutral 0.4 percent accounts for the surviving electrons.

A numerical search on the full model puts the steepest point at $1-N/N_D=1.63\times10^{-5}$, against $n_1/N_D=1.62\times10^{-5}$ from the formula. Searches at $N_D=10^{14}$, $10^{15}$ and $10^{16}$ all agree with $N_D-n_1$ to within $0.1n_1$. This confirms the algebra; the offset is far too small to matter in processing, where the practical location is simply $N=N_D$.

The ceiling is $3.5\times10^5$ ohm cm at $N=3.57N_D$. Holes already outnumber electrons above $N=2.45N_D$. At $5N_D$ the resistivity has fallen to $3.2\times10^5$ ohm cm, because the gain in hole conduction from added gold now outweighs the loss of electron conduction. These gold ratios, unlike the location of the steep rise, depend strongly on the inputs, because they are set by $n_1/n_i$. Acceptor depths of 0.53 and 0.57 eV move the ceiling to $6.6N_D$ and $2.2N_D$ and the crossing to $4.2N_D$ and $1.7N_D$; at 0.53 eV the resistivity at $5N_D$ is still rising. The ceiling value scales as $1/n_i$, so a gap of 1.124 eV raises it to $3.8\times10^5$ ohm cm.

## Where the model fails

Near the rise the result depends strongly on the assumption of uniform gold, while diffusion and gettering can leave gradients. For a uniform spread of $\pm5$ percent about $N_D$, layers conducting in parallel have 3.35 times the conductivity of the uniform crystal, so 1110 ohm cm becomes about 330. For layers in series the reduced model gives nearly the same factor upwards, about 3700 ohm cm. The reason is that, for a symmetric spread about $t=0$, the averages of $e^t$ and $e^{-t}$ are equal. Both estimates treat each layer as locally neutral.

Random donor and gold ions also produce a fluctuating potential. At the steepest point, the reduced equation gives

$$R=n_*+\frac{(N_D-n_*)n_1}{n_*+n_1}=\frac{2n_*^2}{n_*+n_1}\simeq2n_* .$$

In linear screening the length is $\lambda=\sqrt{\varepsilon kT/(e^2R)}$, with $kT$ here in joules, $R$ in m$^{-3}$ and $\varepsilon$ the permittivity of silicon. For uncorrelated ions of total density $N_I$, let $a=e^2/(4\pi\varepsilon)$. The variance of the potential energy is

$$\int_0^\infty N_I\left(\frac{a e^{-r/\lambda}}{r}\right)^2 4\pi r^2\,dr=2\pi N_I a^2\lambda .$$

With relative permittivity 11.7, $\lambda=1.4$ µm and the rms potential energy is 17 meV, or $0.64kT$. To see whether linear screening is adequate, let the local potential raise $n$ by a factor $e^u$. The neutral gold density, also close to $n_*$, then falls by the same factor, so the charge density changes by about $-2n_*\sinh u$ instead of the linear $-2n_*u$. The linear response is too small by about 7 percent of its value at $u=0.64$ and by about 30 percent at twice that, so it serves as an estimate of the typical fluctuation but not of the rare large ones. A Gaussian fluctuation of this size at fixed $E_F$ would raise the mean electron density by a factor 1.23; this sizes the effect but does not predict the resistivity.

The other corrections are as follows.

- **Mobility.** A rough empirical curve for uncompensated silicon puts the electron mobility at the total ion density of the rise about 6 percent below its lightly doped value. Its use in compensated material is an extrapolation that understates the loss: screening at the rise is much weaker than in uncompensated silicon of the same ion density, and a rough Brooks–Herring rescaling puts the drop nearer 9 percent.
- **Acceptor level.** Depths of 0.53 and 0.57 eV give $n_*=5.9\times10^{12}$ and $2.7\times10^{12}$ cm$^{-3}$. The slope $N_D/(2n_*)$ becomes 84 or 183, while the location stays close to $N_D$. The depth used here is that of the equal-abundance level. If a quoted depth is a bare level energy, a degeneracy factor $g$ shifts the level by $kT\ln g$ in magnitude, or 18 meV for $g=2$, which is nearly as large as the shifts just considered.
- **Temperature.** At 400 K, with the gap and level depths held fixed, $n_*=7.1\times10^{13}$ cm$^{-3}$ and the slope falls from 124 to 7. The real gap shrinks on heating; if the acceptor level follows the valence edge rather than the conduction edge, the slope is nearer 5. A rise that looks abrupt at room temperature is broad in a hot device.
- **Degeneracy.** Fermi–Dirac statistics change the $n$ computed at a given $E_F$ by about 0.001 percent near $n=N_D$.

The density $N$ excludes interstitial gold, precipitates and gold paired with donors. Pairing may also change the effective donor density, so total gold from a chemical analysis is not a safe input. The neutrality equation does not apply inside a depletion layer, and equilibrium occupations do not apply under strong injection or illumination.

For gettering, the steep region is a sensitive place to operate: lowering active gold from $1.01N_D$ to $0.99N_D$ cuts the model resistivity from 3140 to 391 ohm cm. If gold must raise the resistivity by no more than 10 percent, the subtraction limit requires $1/(1-N/N_D)\le1.1$, or $N\le0.09N_D$. This rule assumes uniform active gold, ionized donors and unchanged mobility. It limits resistivity only: gold is also a strong recombination centre, so a device that needs a long carrier lifetime may tolerate far less. The numerical output below gives the remaining values.

## Computed results

```
INPUTS (rough silicon values)
temperature 300 K; kT = 0.025852 eV; gap = 1.12 eV
gold acceptor below Ec = 0.550 eV
gold donor above Ev = 0.350 eV
shallow donor below Ec = 0.045 eV
band masses e,h = 1.08, 1.10 electron masses
mobilities e,h = 1400, 450 cm2/Vs
N_D = 1.000e+15 cm^-3
Nc, Nv = 2.8165e+19, 2.8951e+19 cm^-3
ni = 1.1171e+10 cm^-3
n1, n2 = 1.6222e+10, 3.2680e+06 cm^-3
BISECTION
closed-box mean n, neutrality n = 389.933, 390.073
halvings for 1e-6 relative error in n = 25
N_Au/N_D | Ec-EF (eV) | n (cm^-3) | Au- fraction | rho (ohm cm)
 0.00 | 0.26489 | 9.9960e+14 | 0.999984 | 4.46
 0.50 | 0.28280 | 4.9981e+14 | 0.999968 | 8.9198
 0.90 | 0.32437 | 1.0011e+14 | 0.999838 | 44.535
 0.99 | 0.38054 | 1.1402e+13 | 0.998579 | 391.01
 1.00 | 0.40749 | 4.0188e+12 | 0.995980 | 1109.3
 1.01 | 0.43441 | 1.4186e+12 | 0.988694 | 3142.6
 1.10 | 0.49052 | 1.6194e+11 | 0.908946 | 27487
 2.00 | 0.54998 | 1.6232e+10 | 0.500096 | 2.3837e+05
 5.00 | 0.58571 | 4.0752e+09 | 0.200646 | 3.2031e+05
STEEP RISE
n* = 4.0277e+12 cm^-3
1-N_Au/N_D at steepest point: formula = 1.6222e-05
1-N_Au/N_D at steepest point: search = 1.6324e-05
max d ln(rho)/dN_Au: formula = 1.24140e-13 cm^3
max d ln(rho)/dN_Au: search = 1.24101e-13 cm^3
same slope times N_D = 124.140
rho at steepest point = 1107.107 ohm cm
window 4n*/N_D = 1.611 percent
rho factor across window = 5.8266
log-axis steepest N_Au/N_D - 1 = 4.8668e-05
largest closed-form n error, N_Au<=2N_D = 0.0619 percent
maximum rho = 3.51958e+05 ohm cm
N_Au/N_D at maximum rho = 3.5674
N_Au/N_D where n=p = 2.4536
NEGLECTED EFFECTS
mobility reduction at rise = 5.76 percent
Fermi-Dirac correction at n=N_D = 0.00126 percent
screening length at rise = 1.443 um
random potential rms = 16.56 meV
random potential rms/kT = 0.640
Gaussian mean-n factor = 1.228
5% gold spread: conductivity factor at N_Au=N_D = 3.351
acceptor depth 0.53 eV: n* = 5.9299e+12 cm^-3
acceptor depth 0.57 eV: n* = 2.7357e+12 cm^-3
400 K: n1, n* = 5.0982e+12, 7.1402e+13 cm^-3
400 K: max slope times N_D = 7.003
```
